# Intrinsic orbital and spin Hall conductivities in a square-lattice s–p model: verification in Python

```python
"""Orbital and spin Hall conductivity of the s,px,py square-lattice model.
Tested: projection of L.S; Kubo kernel vs real-time evolution; dA=(lam/2)P vs
plaquette Berry flux; 6x6 spinful Kubo vs spin sectors; Fermi-surface kappa vs
Kubo at finite lam; gap formula at order gamma^2; band-edge closed forms vs
T=0 lattice integrals; lam*ln(lam) term. Units: a=hbar=1, eV, sigma in e/2pi."""
import math
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.special import expit

ES, TS, EP, TSG, TPI, GAM = -1.5, 0.2, 2.4, 0.7, 0.1, 0.4
MU, KT, LAYER = 1.3, 0.025, 6.3e-8          # eV, eV, cm
PI = np.pi

# ---- L matrices from the differential operator, and projection of L.S
r = sp.symbols('x y z')
def l_matrix(a):
    b, c = (a + 1) % 3, (a + 2) % 3
    cols = [sp.expand(-sp.I*(r[b]*sp.diff(p, r[c]) - r[c]*sp.diff(p, r[b]))) for p in r]
    return np.array([[complex(cols[j].coeff(r[i])) for j in range(3)] for i in range(3)])
spin = [np.array(m, complex)/2 for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
LS_proj = sum(np.kron(l_matrix(a), spin[a]) for a in range(3))[:4, :4]
LZ = np.zeros((3, 3), complex); LZ[1, 2] = -1j; LZ[2, 1] = 1j
assert np.allclose(LS_proj, np.kron(LZ[1:, 1:], spin[2]), atol=1e-14)

def ham(kx, ky, lam=0.0, gam=GAM):
    """Spin-up H, dH/dkx, dH/dky in the basis (s,px,py)."""
    kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
    H, vx, vy = (np.zeros(kx.shape + (3, 3), complex) for _ in range(3))
    cx, cy, sx, sy = np.cos(kx), np.cos(ky), np.sin(kx), np.sin(ky)
    H[..., 0, 0] = ES - 2*TS*(cx + cy)
    H[..., 1, 1] = EP + 2*TSG*cx + 2*TPI*cy
    H[..., 2, 2] = EP + 2*TSG*cy + 2*TPI*cx
    H[..., 0, 1] = H[..., 1, 0] = 2*gam*sx
    H[..., 0, 2] = H[..., 2, 0] = 2*gam*sy
    vx[..., 0, 0], vx[..., 1, 1], vx[..., 2, 2] = 2*TS*sx, -2*TSG*sx, -2*TPI*sx
    vy[..., 0, 0], vy[..., 1, 1], vy[..., 2, 2] = 2*TS*sy, -2*TPI*sy, -2*TSG*sy
    vx[..., 0, 1] = vx[..., 1, 0] = 2*gam*cx
    vy[..., 0, 2] = vy[..., 2, 0] = 2*gam*cy
    return H + 0.5*lam*LZ, vx, vy

def kubo(H, pairs):
    """W_nm = -2 Im(O_nm v_mn)/(En-Em)^2 for each pair (O, v)."""
    E, U = np.linalg.eigh(H)
    Ud = U.conj().swapaxes(-1, -2)
    dE = E[..., :, None] - E[..., None, :]
    ok = np.abs(dE) > 1e-10
    inv2 = np.where(ok, 1/np.where(ok, dE, 1.0)**2, 0.0)
    W = [-2*np.imag((Ud@O@U)*(Ud@v@U).swapaxes(-1, -2))*inv2 for O, v in pairs]
    return E, U, W

def kern(kx, ky, lam=0.0, gam=GAM):
    H, vx, vy = ham(kx, ky, lam, gam)
    E, U, (WL, W1) = kubo(H, [(0.5*(vy@LZ + LZ@vy), vx), (vy, vx)])
    return E, WL, W1

def polarizability(kx, ky):
    H, vx, vy = ham(kx, ky)
    E, U, (Wx, Wy) = kubo(H, [(LZ, vx), (LZ, vy)])
    band_v = lambda v: np.einsum('...an,...ab,...bn->...n', U.conj(), v, U).real
    return E, Wx.sum(-1), Wy.sum(-1), band_v(vx), band_v(vy)

def sea(E, W, mu, kT):
    f = expit((mu - E)/kT)
    return 0.5*((f[..., :, None] - f[..., None, :])*W).sum((-1, -2))

def grid(n):     # midpoint grid on a quarter zone (integrands are mirror even)
    k = (np.arange(n) + 0.5)*PI/n
    kx, ky = np.meshgrid(k, k, indexing='ij')
    return kx.ravel(), ky.ravel()
KX, KY = grid(200)

def sigmas(mu, lam=0.0, gam=GAM, k=(KX, KY)):
    E, WL, W1 = kern(k[0], k[1], lam, gam)
    return 4*PI*sea(E, WL, mu, KT).mean(), 2*PI*sea(E, W1, mu, KT).mean()

print(f"inputs (eV): Es={ES} ts={TS} Ep={EP} t_sigma={TSG} t_pi={TPI} gamma={GAM}")
print(f"inputs: mu={MU} eV, kT={KT} eV, layer spacing={LAYER*1e8:.1f} A")

# ---- Kubo kernel vs Schroedinger evolution with dk/dt = -eE(t)
k0x, k0y, eE, tau, t0, tf = 2.2, 2.7, 5e-4, 25.0, 250.0, 500.0
ramp = lambda t: 0.5*(t + tau*math.log(math.cosh((t - t0)/tau)))
k_of_t = lambda t: k0x + eE*(ramp(tf) - ramp(t))
cy0, sy0 = math.cos(k0y), math.sin(k0y)
def rhs(t, y):
    c, s = math.cos(k_of_t(t)), math.sin(k_of_t(t))
    H = np.array([[ES - 2*TS*(c + cy0) - 0.5, 2*GAM*s, 2*GAM*sy0],
                  [2*GAM*s, EP + 2*TSG*c + 2*TPI*cy0 - 0.5, 0.0],
                  [2*GAM*sy0, 0.0, EP + 2*TSG*cy0 + 2*TPI*c - 0.5]])
    return (-1j*(H@y.reshape(3, 3))).ravel()
U0 = np.linalg.eigh(ham(k_of_t(0.0), k0y)[0].real)[1].astype(complex)
psi = solve_ivp(rhs, (0, tf), U0.ravel(), method='DOP853', rtol=1e-10, atol=1e-12).y[:, -1].reshape(3, 3)
psi = psi/np.linalg.norm(psi, axis=0)
vy0 = ham(k0x, k0y)[2]
expect = lambda O: np.einsum('an,ab,bn->n', psi.conj(), O, psi).real/eE
P_t, OL_t = expect(LZ), expect(0.5*(vy0@LZ + LZ@vy0))
P_k, OL_k = polarizability(k0x, k0y)[1], kern(k0x, k0y)[1].sum(-1)
assert np.allclose(P_t, P_k, rtol=1e-4, atol=1e-5) and np.allclose(OL_t, OL_k, rtol=1e-4, atol=1e-5)
print("k=(2.2,2.7)/a  P^x Kubo (a^2.. a/eV):", np.round(P_k, 5), " evolution:", np.round(P_t, 5))
print("k=(2.2,2.7)/a  Omega^L Kubo (a^2):", np.round(OL_k, 5), " evolution:", np.round(OL_t, 5))

# ---- dA=(lam/2)P: plaquette Berry flux vs curl of P
lam_p, h, d = 1e-3, 2e-3, 1e-4
corner = [np.linalg.eigh(ham(k0x + a*h/2, k0y + b*h/2, lam_p)[0])[1]
          for a, b in ((-1, -1), (1, -1), (1, 1), (-1, 1))]
loop = np.prod([np.einsum('an,an->n', corner[i].conj(), corner[(i + 1) % 4]) for i in range(4)], axis=0)
flux = np.angle(loop)/h**2/lam_p
curl = 0.5*((polarizability(k0x, k0y + d)[1] - polarizability(k0x, k0y - d)[1])
            - (polarizability(k0x + d, k0y)[2] - polarizability(k0x - d, k0y)[2]))/(2*d)
assert np.allclose(flux, curl, rtol=1e-3, atol=1e-4*np.abs(curl).max())
print("Omega_up/lam (a^2/eV) plaquette:", np.round(flux, 4), " curl P/2:", np.round(curl, 4))

# ---- worked example at mu
sL0, sS0 = sigmas(MU)
assert abs(sS0) < 1e-9 and abs(sigmas(MU, k=grid(240))[0] - sL0) < 1e-5
E, Px, Py, bx, by = polarizability(KX, KY)
mfp = expit((MU - E)/KT)*expit((E - MU)/KT)/KT
kappa = 2*PI*0.5*(mfp*(by*Px - bx*Py)).sum(-1).mean()
assert abs(kappa - 2*PI*(mfp*by*Px).sum(-1).mean()) < 1e-8
E, WL, _ = kern(KX, KY)
half_d = 2*PI*(mfp*WL.sum(-1)).sum(-1).mean()
fd = 2*PI*(sea(E, WL, MU + 1e-4, KT) - sea(E, WL, MU - 1e-4, KT)).mean()/2e-4
assert abs(half_d - fd) < 1e-4*max(1, abs(fd))
res = {l: sigmas(MU, l) for l in (0.005, 0.01, 0.02, 0.2)}
kappa_num = (4*res[0.005][1]/0.005 - res[0.01][1]/0.01)/3
cubic = (res[0.01][1] - kappa*0.01)/(res[0.005][1] - kappa*0.005)
square = (res[0.01][0] - sL0)/(res[0.005][0] - sL0)
assert abs(kappa_num/kappa - 1) < 1e-4 and abs(cubic/8 - 1) < 0.03 and abs(square/4 - 1) < 0.05
print(f"p electrons per cell at mu = {2*expit((MU - E[:, 1:])/KT).sum(-1).mean():.4f}")
print(f"sigma^L(lam=0) = {sL0:.5f} e/2pi")
print(f"kappa Fermi surface = {kappa:.5f}, from Kubo at finite lam = {kappa_num:.5f} (e/2pi)/eV")
print(f"(1/2) d sigma^L/d mu = {half_d:.5f} (e/2pi)/eV")
for l, (a, b) in res.items():
    print(f"lam={l} eV: sigma^L={a:.5f}, sigma^S={b:.6f}, kappa*lam={kappa*l:.6f} e/2pi")
print(f"doubling ratios: sigma^S-kappa*lam {cubic:.3f}, sigma^L change {square:.3f}")
unit = sc.e**2/sc.h
print(f"e/2pi = {unit:.5e} (hbar/e) S; per layer spacing {unit/LAYER:.1f} (hbar/e) S/cm")
print(f"sigma^L = {sL0*unit/LAYER:.1f}, sigma^S(lam=0.02) = {res[0.02][1]*unit/LAYER:.2f} (hbar/e) S/cm")

# ---- full 6x6 spinful model from the definitions
H, vx, vy = ham(KX, KY)
up6 = lambda M: np.einsum('kab,cd->kacbd', M, np.eye(2)).reshape(-1, 6, 6)
LS6 = np.zeros((6, 6), complex); LS6[2:, 2:] = LS_proj
L6, S6, vx6, vy6 = np.kron(LZ, np.eye(2)), np.kron(np.eye(3), spin[2]), up6(vx), up6(vy)
E6, _, (W6L, W6S) = kubo(up6(H) + 0.02*LS6,
                         [(0.5*(vy6@L6 + L6@vy6), vx6), (0.5*(vy6@S6 + S6@vy6), vx6)])
full = [2*PI*sea(E6, W, MU, KT).mean() for W in (W6L, W6S)]
assert np.allclose(full, res[0.02], atol=1e-7)
print(f"6x6 model lam=0.02 eV: sigma^L={full[0]:.5f}, sigma^S={full[1]:.6f} e/2pi")

# ---- no hybridization, and the s-p gap
assert abs(sigmas(MU, 0.0, 0.0)[0]) < 1e-9 and abs(sigmas(MU, 0.05, 0.0)[1]) < 1e-9
gapL, gapS = sigmas(0.0)[0], sigmas(0.0, 0.2)[1]
assert abs(gapL) > 1e-3 and abs(gapS) < 1e-8
H, vx, vy = ham(KX, KY, 0.0, 0.0)
dx, dy = (H[:, 0, 0] - H[:, 1, 1]).real, (H[:, 0, 0] - H[:, 2, 2]).real
ddx, ddy = (vx[:, 0, 0] - vx[:, 1, 1]).real, (vx[:, 0, 0] - vx[:, 2, 2]).real
c_x, c_y, vbar = 2*np.sin(KX)/dx, 2*np.sin(KY)/dy, -(TSG + TPI)*np.sin(KY)
dc_x, dc_y = 2*np.cos(KX)/dx - c_x*ddx/dx, -c_y*ddy/dy
gap2 = 4*PI*(-2*((np.cos(KY) + vbar*c_y)*dc_x/dx - vbar*c_x*dc_y/dy)).mean()
small = sigmas(0.0, 0.0, 0.004)[0]/0.004**2
assert abs(small/gap2 - 1) < 1e-3
print(f"gap (mu=0): sigma^L={gapL:.5f} e/2pi, |sigma^S(lam=0.2)|={abs(gapS):.0e} e/2pi")
print(f"gap sigma^L/gamma^2: formula {gap2:.5f}, Kubo gamma=0.004 {small:.5f} (e/2pi)/eV^2")
print(f"order gamma^2 estimate at gamma=0.4: {gap2*GAM**2:.5f} e/2pi")

# ---- band edge at M
EM = EP - 2*(TSG + TPI); DM = EM - (ES + 4*TS); g = 4*GAM**2/DM
A, B, C, Ap = (TSG + TPI + g)/2, (TSG - TPI + g)/2, g/2, (TSG + TPI + g/2)/2
D = lambda t: math.sqrt((B*math.cos(2*t))**2 + (C*math.sin(2*t))**2)
avg = lambda F: quad(F, 0, PI/2, epsabs=1e-12)[0]*2/PI
jumpL = Ap*B*C*avg(lambda t: math.log((A + D(t))/(A - D(t)))/D(t)**3)
touchS = -0.5*avg(lambda t: 2*B*C/D(t)**2*(1 - math.sqrt(1 - (D(t)/A)**2)))
H, vx, vy = ham(PI + 1e-3, PI + 2e-3)
U = np.linalg.eigh(H)[1]
j_pm = abs((U.conj().T@(0.5*(vy@LZ + LZ@vy))@U)[1, 2])/(2*2e-3)
assert abs(j_pm/Ap - 1) < 1e-4
print(f"E_M={EM:.3f}, Delta_M={DM:.3f}, g={g:.5f} eV; E_Gamma={EP + 2*(TSG + TPI):.3f} eV")
print(f"A={A:.5f} B={B:.5f} C={C:.5f} A'={Ap:.5f} eV a^2; lattice |j+-|/2qy={j_pm:.5f}")

TH = (np.arange(48) + 0.5)*PI/96
xg, wg = np.polynomial.legendre.leggauss(30)
def fermi_radius(band, mu, lam):
    lo, hi = np.zeros_like(TH), np.full_like(TH, 0.6)
    for _ in range(50):
        q = 0.5*(lo + hi)
        below = np.linalg.eigvalsh(ham(PI + q*np.cos(TH), PI + q*np.sin(TH), lam)[0])[:, band] < mu
        lo, hi = np.where(below, q, lo), np.where(below, hi, q)
    return 0.5*(lo + hi)
def edge(eps, lam):
    """T=0 contribution of the filled p states around M: (sigma^L, sigma^S)."""
    qp, qm = fermi_radius(2, EM + eps, lam), fermi_radius(1, EM + eps, lam)
    out = np.zeros(2)
    for a, b, second in ((0*qp, qp, (2, 0)), (qp, qm, (1, 2))):
        q = a[:, None] + 0.5*(b - a)[:, None]*(xg + 1)
        _, WL, W1 = kern(PI + q*np.cos(TH)[:, None], PI + q*np.sin(TH)[:, None], lam)
        for i, W in enumerate((WL, W1)):
            w = W[..., 1, 0] + W[..., second[0], second[1]]
            out[i] += (0.5*(b - a)*(w*q*wg).sum(-1)).mean()
    return 2*out[0], out[1]
extrap = lambda v: (v[0] - 6*v[1] + 8*v[2])/3      # removes linear and quadratic terms
xs = (0.004, 0.002, 0.001)
jl = [edge(e, 0.0)[0] for e in xs]
ss = [edge(e, e/1000)[1]*1000 for e in xs]
ts = [edge(0.0, l)[1] for l in xs]
assert abs(extrap(jl) - jumpL) < 2e-4 and abs(extrap(ss) + 1) < 2e-4 and abs(extrap(ts) - touchS) < 2e-4
print("eps or lam values (eV):", xs)
print("sigma^L - gap value (e/2pi):", np.round(jl, 5), f"-> {extrap(jl):.5f}, formula {jumpL:.5f}")
print("sigma^S*eps/lam, lam=eps/1000 (e/2pi):", np.round(ss, 5), f"-> {extrap(ss):.5f}, formula -1")
print("sigma^S at mu=E_M (e/2pi):", np.round(ts, 5), f"-> {extrap(ts):.5f}, formula {touchS:.5f}")
print(f"sigma^L just above E_M = {gapL + jumpL:.5f} e/2pi")

# ---- lam*ln(lam) at finite T, mu=E_M: disc q<1 on a logarithmic radial grid
T2 = 0.05
xl, wl = np.polynomial.legendre.leggauss(80)
span = -math.log(1e-4)
q = np.exp(-span + 0.5*span*(xl + 1))
def disc(lam):
    E, _, W1 = kern(PI + np.outer(np.cos(TH), q), PI + np.outer(np.sin(TH), q), lam)
    return (0.5*span*(sea(E, W1, EM, T2)*q**2*wl).sum(-1)).mean()/lam
step, step_formula = disc(2e-4) - disc(4e-4), -math.log(2)/(4*T2)
assert abs(step/step_formula - 1) < 1e-2
print(f"kT={T2} eV, mu=E_M: change of sigma^S/lam for lam 4e-4 -> 2e-4 eV")
print(f"  lattice {step:.4f}, formula -ln2/(4kT) = {step_formula:.4f} (e/2pi)/eV")
print(f"-f'(E_M) in the worked example = {math.exp(-(MU - EM)/KT)/KT:.1e} 1/eV")
print("ALL CHECKS PASSED")
```

It prints:

```
inputs (eV): Es=-1.5 ts=0.2 Ep=2.4 t_sigma=0.7 t_pi=0.1 gamma=0.4
inputs: mu=1.3 eV, kT=0.025 eV, layer spacing=6.3 A
k=(2.2,2.7)/a  P^x Kubo (a^2.. a/eV): [-0.013   -1.19674  1.20974]  evolution: [-0.013  -1.1967  1.2097]
k=(2.2,2.7)/a  Omega^L Kubo (a^2): [-0.00245  0.48155 -0.4791 ]  evolution: [-0.00245  0.48154 -0.47908]
Omega_up/lam (a^2/eV) plaquette: [-0.0089 -1.3007  1.3096]  curl P/2: [-0.0089 -1.3007  1.3096]
p electrons per cell at mu = 0.7150
sigma^L(lam=0) = 1.83561 e/2pi
kappa Fermi surface = -1.24362, from Kubo at finite lam = -1.24362 (e/2pi)/eV
(1/2) d sigma^L/d mu = -0.06167 (e/2pi)/eV
lam=0.005 eV: sigma^L=1.83519, sigma^S=-0.006217, kappa*lam=-0.006218 e/2pi
lam=0.01 eV: sigma^L=1.83393, sigma^S=-0.012425, kappa*lam=-0.012436 e/2pi
lam=0.02 eV: sigma^L=1.82894, sigma^S=-0.024781, kappa*lam=-0.024872 e/2pi
lam=0.2 eV: sigma^L=1.38093, sigma^S=-0.186262, kappa*lam=-0.248724 e/2pi
doubling ratios: sigma^S-kappa*lam 7.978, sigma^L change 3.996
e/2pi = 3.87405e-05 (hbar/e) S; per layer spacing 614.9 (hbar/e) S/cm
sigma^L = 1128.8, sigma^S(lam=0.02) = -15.24 (hbar/e) S/cm
6x6 model lam=0.02 eV: sigma^L=1.82894, sigma^S=-0.024781 e/2pi
gap (mu=0): sigma^L=0.01349 e/2pi, |sigma^S(lam=0.2)|=2e-14 e/2pi
gap sigma^L/gamma^2: formula 0.13122, Kubo gamma=0.004 0.13122 (e/2pi)/eV^2
order gamma^2 estimate at gamma=0.4: 0.02100 e/2pi
E_M=0.800, Delta_M=1.500, g=0.42667 eV; E_Gamma=4.000 eV
A=0.61333 B=0.51333 C=0.21333 A'=0.50667 eV a^2; lattice |j+-|/2qy=0.50667
eps or lam values (eV): (0.004, 0.002, 0.001)
sigma^L - gap value (e/2pi): [1.88028 1.88024 1.88022] -> 1.88019, formula 1.88019
sigma^S*eps/lam, lam=eps/1000 (e/2pi): [-0.99653 -0.99826 -0.99913] -> -1.00000, formula -1
sigma^S at mu=E_M (e/2pi): [-0.1669  -0.16689 -0.16689] -> -0.16688, formula -0.16688
sigma^L just above E_M = 1.89368 e/2pi
kT=0.05 eV, mu=E_M: change of sigma^S/lam for lam 4e-4 -> 2e-4 eV
  lattice -3.4646, formula -ln2/(4kT) = -3.4657 (e/2pi)/eV
-f'(E_M) in the worked example = 8.2e-08 1/eV
ALL CHECKS PASSED
```
